# Why isolated octahedral oxygen gives no Snoek peak in fcc metals

A metal strip is set vibrating about once per second, and its mechanical loss is recorded as it warms. If the strip is body-centred cubic (bcc) niobium with a little dissolved oxygen, the loss passes through a peak. The oxygen atoms hop between interstitial sites, and at the peak their redistribution lags behind the stress by just enough to dissipate the most energy. This is the Snoek peak. Now let the strip be face-centred cubic (fcc) copper, also with a little dissolved oxygen. Should a similar peak appear at the temperature where that oxygen hops at a comparable rate?

## The belief and its appeal

The belief to be examined says yes: oxygen occupies octahedral sites in both metals, stress favours some of these sites over others, and thermally activated hopping supplies the delay.

Much of this is sound. The sites are called octahedral in both structures. Oxygen strains the lattice in both, and it hops in both. Shear can even make hops in different directions unequally fast in the fcc metal. What fails is the middle link, that stress favours some sites over others.

In what follows the oxygen is dilute and non-interacting, sits at the centre of its site, and has a non-degenerate electronic ground state. The stress is uniform.

## Two different octahedra

Let $a$ be the cubic lattice parameter. At the centre of an fcc cube, the nearest host atoms are the six face centres, all at distance $a/2$. The octahedron is regular.

In bcc, take the site at $(a/2,0,0)$. The host atoms at $(0,0,0)$ and $(a,0,0)$ are at distance $a/2$, but the four at $(a/2,\pm a/2,\pm a/2)$ are at distance $a/\sqrt2$. This octahedron is squashed along $x$. Other bcc sites are squashed along $y$ or $z$, so there are three orientations.

The elastic consequence follows from the energy $E$ of an oxygen atom in a crystal with small uniform strain $\varepsilon_{ij}$:

$$E(\varepsilon)=E_0-P_{ij}\varepsilon_{ij},\qquad P_{ij}=-\frac{\partial E}{\partial\varepsilon_{ij}} .$$

Repeated indices are summed. The tensor $P$, the elastic dipole, must be unchanged by every symmetry operation $R$ of the site: $P=RPR^{T}$.

The mirror $x\to-x$ changes the sign of $P_{xy}$ and $P_{xz}$, so both vanish. The mirror $y\to-y$ removes $P_{yz}$. These mirrors exist at both kinds of site. The fcc site also has quarter turns about all three cube axes, which exchange the diagonal elements in pairs. The bcc site squashed along $x$ has a quarter turn about $x$ alone. Hence

$$P^{\rm fcc}=P\begin{pmatrix}1&0&0\\0&1&0\\0&0&1\end{pmatrix},\qquad
P^{{\rm bcc},x}=\begin{pmatrix}P_1&0&0\\0&P_2&0\\0&0&P_2\end{pmatrix}.$$

A model energy with pair repulsion and a many-body attraction, in which the host atoms simply follow the strain, gives diagonal elements of 2.69, 2.69 and 2.69 eV for the fcc site and 2.38, 0.51 and 0.51 eV for the bcc site. The oxygen is held at the site centre for this calculation. With such rigid host atoms the bcc centre is not an energy minimum of the model, so the numbers illustrate the symmetry and are not predictions for any metal.

## Why the fcc populations stay equal

The fcc octahedral sites, one per host atom, are all lattice translations of one another. A uniform deformation turns the lattice into another lattice, and each old translation into a translation of the new one. Any octahedral site can therefore still be carried onto any other without changing the crystal. All site energies remain equal, for finite uniform strain as well as for small strain.

Hopping does not upset this. Let $p_i$ be the population of site $i$ and $w_{ij}$ the jump rate from $i$ to $j$:

$$\frac{dp_i}{dt}=\sum_j\left(w_{ji}p_j-w_{ij}p_i\right).$$

With a common rate prefactor, $w_{ij}$ depends on the saddle energy minus the energy of site $i$. A jump and its reverse share the same saddle. Since the site energies are equal, $w_{ij}=w_{ji}$, even if the barriers differ between directions. Starting from equal populations $p_0$,

$$\frac{dp_i}{dt}=p_0\sum_j(w_{ji}-w_{ij})=0 .$$

This holds at each instant of an oscillating stress, so uniform stress causes no redistribution at any frequency.

The model energy was used to test this under a strain with normal components of 1.0, −0.6 and 0.2% and shear components $xy,xz,yz$ of 0.8, 0.3 and 0.4%. As a severe trial of unequal rates, the energy at the straight-line midpoint between two sites was used as the barrier. At 265.6 K the fastest fcc rate was then 35 times the slowest. This is not a prediction of the real spread: in the model the easier path bends through a tetrahedral site, and the rates along it differ less. Forward and reverse rates are equal on either path. The four sites of the cubic cell still had equal energies to rounding error, and each kept a population of 0.25. The same strain spread the bcc site energies over 30 meV.

## What the bcc sites do instead

The peak that fcc lacks can be calculated for bcc. Let $c$ be the number of oxygen atoms per host atom, $\Omega$ the volume per host atom, and $\lambda^{(p)}_{ij}$ the strain per unit $c$ when all the oxygen is in orientation $p$. Tension counts as positive stress $\sigma$.

The Gibbs energy per host atom, $g$, obeys

$$dg=-\Omega\,\varepsilon_{ij}\,d\sigma_{ij}+\sum_p\mu_p\,dc_p$$

at fixed temperature. Equality of the mixed second derivatives gives $\partial\mu_p/\partial\sigma_{ij}=-\Omega\,\partial\varepsilon_{ij}/\partial c_p=-\Omega\lambda^{(p)}_{ij}$. Stress therefore shifts the energy of orientation $p$ by $-\Omega\lambda^{(p)}_{ij}\sigma_{ij}$.

The tensor $\lambda^{(p)}$ has the symmetry of the site: $\lambda_1$ along the squashed axis and $\lambda_2$ across it. For tension $\sigma$ along a unit vector $n$, the relevant component is

$$\lambda_p(n)=\lambda_2+(\lambda_1-\lambda_2)n_p^2,\qquad p=x,y,z .$$

Set $u_p=\Omega\sigma\lambda_p(n)/kT$, with mean $\bar u$ over the three orientations. To first order, the Boltzmann fractions are

$$f_p=\frac{e^{u_p}}{\sum_q e^{u_q}}\simeq\frac13\left(1+u_p-\bar u\right).$$

The extra strain along $n$ caused by redistribution is

$$c\sum_p\lambda_p\left(f_p-\tfrac13\right)=\frac{c\,\Omega\,\sigma}{kT}\;\frac13\sum_p\lambda_p(\lambda_p-\bar\lambda)=\frac{c\,\Omega\,\sigma}{kT}\,{\rm Var}(\lambda_p).$$

Adding the constant $\lambda_2$ does not change a variance, and the mean of $n_p^2$ is $1/3$. Hence

$${\rm Var}(\lambda_p)=(\lambda_1-\lambda_2)^2\left[\frac13\sum_p n_p^4-\frac19\right].$$

Squaring $n_x^2+n_y^2+n_z^2=1$ gives $\sum_p n_p^4=1-2\Gamma$, where $\Gamma=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. The bracket becomes $\frac29(1-3\Gamma)$, and the relaxing compliance, extra strain divided by stress, is

$$\delta J=\frac{2c\,\Omega}{9kT}(\lambda_1-\lambda_2)^2(1-3\Gamma).$$

For an isotropic fcc site $\lambda_1=\lambda_2$, and this is zero. Exchanging oxygen between sites that strain the crystal identically produces no strain, so the fcc peak is absent on this ground too.

Even bcc does not respond to every stress. For $[111]$ tension $\Gamma=1/3$ and $\delta J=0$, because the three axes are equally inclined to the load. A shear stress $\sigma_{xy}$ referred to the cube axes also does nothing, since $\lambda_{xy}=0$ in all three orientations. A shear with $\sigma_{xx}=-\sigma_{yy}$ does separate the orientations.

## The delay and the loss

A bcc site squashed along $x$ has four neighbouring sites at distance $a/2$, two squashed along $y$ and two along $z$. If $w$ is the jump rate to one of them, then without stress

$$\frac{df_x}{dt}=-4wf_x+2w(f_y+f_z)=2w-6wf_x,$$

where $f_y+f_z=1-f_x$ was used. Departures from equilibrium decay with $\tau=1/(6w)$. A small stress moves the equilibrium, and to first order the decay rate towards it is unchanged. The extra strain $\varepsilon_a$ then obeys $\tau\,d\varepsilon_a/dt=\delta J\,\sigma-\varepsilon_a$. For $\sigma\propto e^{i\omega t}$ this gives $\varepsilon_a/\sigma=\delta J/(1+i\omega\tau)$.

Let $Y$ be the elastic modulus along the load without redistribution, and $\Delta=Y\delta J$. The total compliance times $Y$ is

$$1+\frac{\Delta(1-i\omega\tau)}{1+\omega^2\tau^2}.$$

The loss is minus the imaginary part divided by the real part:

$$\tan\phi=\frac{\Delta\,\omega\tau}{1+\omega^2\tau^2+\Delta}.$$

At $\omega\tau=1$ it is $\Delta/(2+\Delta)$, or $\Delta/2$ for small $\Delta$.

## A bcc peak in numbers

Take rough, round values in the regime of oxygen in niobium: $a=0.33$ nm, $\Omega=0.01797\ {\rm nm^3}$, $c=10^{-3}$, $Y=150$ GPa, $\lambda_1=0.45$ and $\lambda_2=-0.05$. Let $w=\nu e^{-Q/kT}$ with $Q=1.15$ eV and $\nu=10^{14}\ {\rm s^{-1}}$. At 1 Hz, the condition $6w=\omega=2\pi\ {\rm s^{-1}}$ gives

$$T=\frac{1.15\ {\rm eV}}{k\ln\left(6\times10^{14}/2\pi\right)}\approx415\ {\rm K}.$$

For $[100]$ tension,

$$\delta J=\frac{2(10^{-3})(0.01797\ {\rm nm^3})(0.50)^2}{9k(414.6\ {\rm K})}=0.174\ {\rm TPa^{-1}},$$

so $\Delta=0.0262$ and $\Delta/2=0.0131$. Keeping $\Delta$ in the denominator gives 0.0129. Thirty kelvin below and above, the small-$\Delta$ loss has fallen to 0.0023 and 0.0027.

The linear treatment suffices here, and so does the dilute one if the oxygen atoms do not attract one another. At a stress of 10 MPa, the full Boltzmann fractions change the redistribution strain by 0.3%. With random placement, the 26 other octahedral sites within one lattice parameter hold 0.009 oxygen atoms on average, so fewer than one oxygen atom in a hundred has another that close. An attraction of 0.10 eV on all these sites would multiply the mean number by $e^{0.10\,{\rm eV}/kT}\approx16$, to about 0.14, if only pairs are counted. That estimate is too low: an atom joining a group gains several such bonds at once, so in equilibrium most of the oxygen would gather into larger clusters, and the atoms could no longer be treated as independent.

## The fcc peak that the belief predicts

For fcc, take rough values in the regime of oxygen in copper: $a=0.36$ nm, $\Omega=0.01166\ {\rm nm^3}$, $c=10^{-5}$, $Y=70$ GPa, $Q=0.70$ eV and $\nu=10^{13}\ {\rm s^{-1}}$. Each site has twelve octahedral neighbours. The total jump rate $12w$ equals $\omega$ at

$$T=\frac{0.70\ {\rm eV}}{k\ln\left(12\times10^{13}/2\pi\right)}\approx266\ {\rm K}.$$

The oxygen is thus mobile on the time scale of the measurement. If its site had the bcc anisotropy $\lambda_1-\lambda_2=0.50$, the peak loss under $[100]$ tension would be

$$\frac12\,\frac{c\,\Omega\,Y}{kT}\,\frac29(0.50)^2=6.2\times10^{-5}.$$

The ideal fcc value is zero. The low concentration makes the false prediction small, but symmetry makes the true result vanish at any concentration for which the oxygen atoms remain independent.

## Where loss can return

**Pairs.** Two oxygen atoms on neighbouring sites define a $\langle110\rangle$ axis $d$, with six possible directions. Suppose the pair strains the crystal by $\beta(d_id_j-\delta_{ij}/3)$ per unit pair concentration, apart from an isotropic part. For $[100]$ tension $(n\cdot d)^2$ is $1/2$ for four directions and 0 for two, so the variance is $\beta^2(1/6-1/9)=\beta^2/18$. With twelve neighbours and each pair counted once, the pair concentration is $6c^2e^{B/kT}$ while most oxygen is single. An assumed binding energy $B=0.10$ eV gives $4.7\times10^{-8}$ per host atom. With an assumed $\beta=0.5$, the peak loss is $7\times10^{-8}$. If all the oxygen were paired it would be $8\times10^{-6}$, still about one eighth of the false prediction for $[100]$ tension. Under $[111]$ tension $(n\cdot d)^2$ is $2/3$ for three directions and 0 for the other three, so the variance is $\beta^2/9$ and, at the same modulus, the pair loss doubles.

**Trapping.** Let an oxygen atom be bound beside a substitutional impurity on one of its six nearest host sites. The impurity singles out a cube axis, so the strain tensor has the bcc form, and oxygen hopping around the impurity can change that axis. The formula for $\delta J$ then applies with $c$ replaced by the trapped concentration. If all the oxygen were trapped with an anisotropy of 0.50, a peak near 266 K would have a loss of about $6\times10^{-5}$ under $[100]$ tension, as in the false prediction, and none under $[111]$ tension. Its actual temperature depends on the hop rate around the impurity. A peak in an impure fcc metal is therefore no proof that isolated oxygen relaxes.

**Off-centre oxygen.** If the atom is displaced along $[111]$, the remaining symmetry allows equal off-diagonal elements $P_{xy}=P_{yz}=P_{zx}$. Displacements along different body diagonals give these elements different signs, so $\sigma_{xy}$ can redistribute the oxygen within one octahedron.

**Tetrahedral sites.** Their dipoles are isotropic too, so pure shear does not change the octahedral–tetrahedral energy difference at first order. Tension has a volume-changing part and can. For an assumed energy difference of 0.50 eV and a strain-factor difference of 0.10, the resulting loss at 266 K is below $10^{-14}$.

**Non-uniform stress.** Bending drives oxygen towards the stretched side, which is Gorsky relaxation. Twelve jumps of length $a/\sqrt2$ give $D=\frac16(12w)(a^2/2)=wa^2=6.8\times10^{-16}\ {\rm cm^2/s}$. Across a thickness $h=10\ \mu{\rm m}$, the slowest profile without flux through the surfaces is $\cos(\pi x/h)$. It decays in $h^2/(\pi^2D)=1.5\times10^8$ s, nearly five years. With an isotropic strain factor $\lambda=0.20$, the strength $c\,\Omega Y\lambda^2/kT$ is $8.9\times10^{-5}$, but the slowest-mode estimate of the loss at 1 Hz is only about $10^{-13}$.

## Beside real metals

The bcc result of 415 K lies near the oxygen peak in niobium, which is somewhat above 400 K near 1 Hz. This is not an independent test of the theory, because the assumed barrier and prefactor fix the temperature: a barrier 0.05 eV higher would raise it by 18 K. Real strips are usually polycrystalline. If every grain bears the same tension and the grain directions are random, the average of $n_x^2n_y^2$ is $1/15$, so $\Gamma$ averages $1/5$ and $\delta J$ falls to 40% of its $[100]$ value. The copper-like example is less typical: $10^{-5}$ oxygen per host atom at 266 K is far above equilibrium solubility and supposes that quenching has kept the oxygen dissolved. Precipitation would remove isolated oxygen, while pairing and trapping break the assumption of independent atoms. For the anisotropies assumed here and $[100]$ tension, complete pairing moves the loss from zero to $8\times10^{-6}$ and complete trapping to $6\times10^{-5}$. Other load directions give other values: under $[111]$ tension at the same modulus, pairing gives about $1.5\times10^{-5}$ and trapping gives zero. The numerical output below lists the inputs and results.

## Table of computed values

```
SYMMETRY AND MODEL-ENERGY TESTS
site operations fcc oct, bcc oct: 48, 16
site operations fcc tetrahedral: 24
operations off-centre [111], pair [110]: 6, 8
fcc model dipole diagonal (eV): [2.6894 2.6894 2.6894]
bcc model dipole diagonal (eV): [2.377  0.5115 0.5115]
test strain xx,yy,zz (%): [ 1.  -0.6  0.2]
test strain xy,xz,yz (%): [0.8 0.3 0.4]
strained fcc site-energy spread (eV): 4.4e-16
strained bcc site-energy spread (meV): 29.59
strained fcc fastest/slowest jump rate: 34.82
strained fcc populations: [0.25 0.25 0.25 0.25]
BCC EXAMPLE, ROUGH NIOBIUM-LIKE PARAMETERS
frequency (Hz): 1.0; a (nm): 0.33
oxygen per host atom: 1.0e-03; modulus (GPa): 150
barrier (eV): 1.15; rate prefactor (1/s): 1.0e+14
strain factors L1, L2: 0.45, -0.05
volume per host atom (nm^3): 0.01797
temperature at omega tau = 1 (K): 414.6
temperature of maximum loss (K): 414.2
relaxing compliance [100] (1/TPa): 0.1744
relaxation strength [100]: 0.02616
loss at omega tau = 1, [100]: 0.01308
same loss with finite strength: 0.01291
bcc loss at 384.6 K: 0.00227
bcc loss at 444.6 K: 0.00274
stress amplitude (MPa): 10
finite-stress change of strain (%): 0.260
other oct sites within one a: 26
mean oxygen number on those sites: 0.0087
FCC EXAMPLE, ROUGH COPPER-LIKE PARAMETERS
a (nm): 0.36; modulus (GPa): 70
oxygen per host atom: 1.0e-05; strain factor: 0.20
barrier (eV): 0.70; rate prefactor (1/s): 1.0e+13
volume per host atom (nm^3): 0.01166
temperature at 12 w = omega (K): 265.6
jump rate to one neighbour (1/s): 0.5236
false peak if site had bcc anisotropy: 6.18e-05
assumed pair anisotropy: 0.50
assumed pair binding (eV): 0.10
thermal pairs per host atom: 4.74e-08
thermal-pair peak loss: 7.32e-08
peak loss if all oxygen is paired: 7.73e-06
diffusion coefficient (cm^2/s): 6.79e-16
Gorsky length (um): 10; time (s): 1.49e+08
Gorsky strength: 8.91e-05; loss at 1 Hz: 9.49e-14
assumed tetrahedral energy (eV): 0.50
assumed oct-tet strain difference: 0.10
tetrahedral fraction: 6.53e-10; peak bound: 7.26e-15
leading tunnelling rate factor: 1.136
tunnelling crossover temperature (K): 76.4
```
